# Avrami exponent of a hafnia capacitor from its switching-current peak

**The situation.** A ferroelectric capacitor is fully poled one way. At $t=0$ a constant voltage of the opposite sign is applied, and the current is recorded. The fraction of the film that has switched by time $t$ follows the Kolmogorov-Avrami-Ishibashi law

$$f(t)=1-e^{-(t/t_0)^n},\qquad n>0,$$

with one switching time $t_0$ and one Avrami exponent $n$ for the whole film. The total switched charge is $Q=2P_rA$, where $P_r$ is the remanent polarization and $A$ the electrode area. The charge that the film takes up as an ordinary dielectric, and the leakage, have been subtracted, so that the switching current is $I=Q\,df/dt$, counted positive.

**Data.** A hafnium-zirconium oxide film is 10 nm thick, has an electrode of 20 µm by 20 µm, and is switched at 2.0 V with $2P_r=40$ µC/cm². The current peaks at $I_p=0.20$ mA, at the time $t_p=0.40$ µs. These are round model values.

## Part (a): the peak

*Explain where the exponential in the law comes from. Find when the current has a maximum at a time later than zero, show that there is then just one, and locate it.*

**Answer.** Suppose that reversed domains start at random, independent places and grow through a large film. Let $y(t)$ be the mean number of domains that would have reached a given point by time $t$ if each grew unhindered. For independent nuclei this number has a Poisson distribution, so the probability that no domain has arrived is $e^{-y}$. That is the unswitched fraction, and $f=1-e^{-y}$.

If all nuclei are present at $t=0$ and the walls move at constant speed in $d$ dimensions, $y$ is proportional to the volume of one domain, hence to $t^d$. If nuclei appear at a constant rate instead, $y\propto\int_0^t(t-t')^d\,dt'\propto t^{d+1}$. Both cases have the form $y=(t/t_0)^n$.

With $x=t/t_0$, the chain rule gives

$$I=Q\frac{df}{dt}=\frac{Qn}{t_0}\,x^{n-1}e^{-x^n}. \tag{1}$$

Since $f$ runs from 0 to 1, the integral of $I$ over all positive times is $Q$, as it should be. The logarithm turns the product into a sum:

$$\ln I=\ln\frac{Qn}{t_0}+(n-1)\ln x-x^n .$$

Differentiate with respect to $\ln t$, using $d(x^n)/d\ln x=n\,x^n$:

$$\frac{d\ln I}{d\ln t}=n-1-n\,x^n. \tag{2}$$

For $n>1$ the right side is positive at small $x$, decreases steadily and tends to $-\infty$. It therefore vanishes once, and the current rises before that time and falls after it. The single maximum is at

$$x_p^n=\frac{n-1}{n},\qquad t_p=t_0\left(\frac{n-1}{n}\right)^{1/n}. \tag{3}$$

For $n\le1$ the right side of (2) is negative at every $t>0$, and the current falls from the start. At $n=1$ it begins at the finite value $Q/t_0$. For $n<1$ it diverges as $x^{n-1}$ when $t\to0$, although its integral stays finite. A trace with $n\le 1$ has no peak time to read.

## Part (b): a ratio free of the time scale

*For $n>1$, show that*

$$R\equiv\frac{I_pt_p}{Q}=(n-1)\,e^{-(n-1)/n}.$$

*Find also the fraction switched at the peak, and use it to obtain a second estimate of $n$ from the same trace.*

**Answer.** Multiply (1) by $t=t_0x$ and divide by $Q$. The factor $t_0$ cancels:

$$\frac{tI}{Q}=n\,x^ne^{-x^n}. \tag{4}$$

At the peak, (3) gives $x_p^n=(n-1)/n$, so

$$R=n\cdot\frac{n-1}{n}\,e^{-(n-1)/n}=(n-1)\,e^{-(n-1)/n}. \tag{5}$$

Neither $t_0$, nor the area, nor the polarization survives. Stretching the time axis by some factor raises $t_p$ and lowers $I_p$ by the same factor. What remains is the shape of the pulse, and in this model the shape depends on $n$ alone.

The fraction switched by the time of the peak is

$$f_p=1-e^{-x_p^n}=1-e^{-(n-1)/n}. \tag{6}$$

Take the logarithm of $1-f_p$:

$$\ln(1-f_p)=-\frac{n-1}{n}=-1+\frac1n
\quad\Longrightarrow\quad
n=\frac{1}{1+\ln(1-f_p)}. \tag{7}$$

The charge collected up to the peak, divided by $Q$, is $f_p$. Equation (7) therefore needs the integral of the trace but not the height of its peak. From (6), $f_p$ lies below $1-1/e\approx0.63$ for every finite $n>1$. A larger measured value contradicts the assumed law.

## Part (c): one ratio, one exponent

*Show that each $R>0$ belongs to exactly one $n>1$. Give simple lower and upper bounds for it, and discuss the limits $n\to1$ and $n\to\infty$.*

**Answer.** Write $\ln R=\ln(n-1)-(1-1/n)$ and differentiate:

$$\frac{d\ln R}{dn}=\frac1{n-1}-\frac1{n^2}=\frac{n^2-n+1}{n^2(n-1)}. \tag{8}$$

For $n>1$ the numerator is $n(n-1)+1>0$ and the denominator is positive, so $R$ increases strictly. It tends to zero as $n\to1$ and grows without bound as $n\to\infty$. By continuity it takes each positive value once.

For the bounds, note that $(n-1)/n$ lies between 0 and 1. The exponential in (5) thus lies between $1/e$ and 1, and $(n-1)/e<R<n-1$. Solving each inequality for $n$ gives

$$1+R<n<1+eR. \tag{9}$$

Near the lower limit put $n=1+\epsilon$. Then $R=\epsilon\,e^{-\epsilon/(1+\epsilon)}\approx\epsilon-\epsilon^2$. The ratio vanishes because the peak moves to $t=0$ while its height stays finite.

For large $n$, write $e^{-(n-1)/n}=e^{-1}e^{1/n}$ and expand:

$$R=\frac{n-1}{e}\left(1+\frac1n+\frac1{2n^2}+\dots\right)=\frac1e\left(n-\frac1{2n}+\dots\right).$$

Here $R\approx n/e$. The film switches in a burst near $t_0$ whose duration is of order $t_0/n$, so the current must be of order $nQ/t_0$. Between the limits, (5) gives $R=0.358$, 0.607, 1.027 and 1.417 for $n=1.5$, 2, 3 and 4.

## Part (d): numerical inversion

*Set up Newton's method for $n$ with a starting value from which it cannot overshoot, and prove that property. Apply it to the data, and find $t_0$ and the charge switched at the peak.*

**Answer.** Equation (5) holds when the function

$$F(n)=\ln\frac{n-1}{R}-\frac{n-1}{n} \tag{10}$$

is zero. Its slope is that of $\ln R$ in (8), $F'=1/(n-1)-1/n^2>0$. The second derivative is

$$F''=-\frac1{(n-1)^2}+\frac2{n^3}=-\frac{n^3-2(n-1)^2}{n^3(n-1)^2}.$$

The numerator can be rearranged as $n^3-2n^2+4n-2=n(n-1)^2+(3n-2)$, which is positive for $n>1$. Hence $F''<0$: the function rises and is concave.

Start from the lower bound in (9), $n_0=1+R$. There the logarithm in (10) vanishes and $F(n_0)=-R/(1+R)<0$. The Newton step is

$$n_{k+1}=n_k-\frac{F(n_k)}{F'(n_k)}. \tag{11}$$

With $F<0$ and $F'>0$ the step goes to the right. A concave function lies on or below its tangent, so where the tangent reaches zero, $F\le0$, and the new point has not passed the root. The argument repeats at each step. The iterates increase, are bounded by the root, and therefore converge. Since the steps then shrink to zero while $F'$ stays finite, $F$ vanishes at the limit.

For the data, the area is $(20\times10^{-4}\ \text{cm})^2=4.0\times10^{-6}$ cm², so

$$Q=(40\ \text{µC/cm}^2)(4.0\times10^{-6}\ \text{cm}^2)=0.160\ \text{nC}.$$

One mA times one µs is one nC, and

$$R=\frac{0.20\times0.40}{0.160}=0.500 .$$

The bounds (9) are 1.500 and 2.359. At $n_0=1.5$,

$$F=-\frac{0.5}{1.5}=-0.3333,\qquad F'=\frac1{0.5}-\frac1{2.25}=1.5556,$$

$$n_1=1.5+\frac{0.3333}{1.5556}=1.7143 .$$

The next iterates are 1.7709, 1.7733 and 1.7733. The result is

$$n=1.77 .$$

A separate root search, in which the peak of the numerically differentiated law is located for each trial $n$, also gives 1.7733.

Equation (3) now yields the switching time:

$$t_0=t_p\left(\frac{n}{n-1}\right)^{1/n}=0.40\ \text{µs}\times\left(\frac{1.7733}{0.7733}\right)^{1/1.7733}=0.64\ \text{µs}.$$

From (6), $f_p=1-e^{-0.7733/1.7733}=0.353$. About a third of the charge, $0.353\times0.160=0.057$ nC, has switched when the current is highest.

## Part (e): errors of reading

*Find how a small relative error in $R$ passes to $n$. Find the effect of (i) an error of 20 ns in the zero of time and (ii) leaving the dielectric charge in $Q$. Take a relative permittivity of 30.*

**Answer.** Solve (8) for $dn$ and divide by $n$:

$$\frac{dn}{n}=\frac{n(n-1)}{n^2-n+1}\,\frac{dR}{R}. \tag{12}$$

The denominator exceeds the numerator by one, so the factor is below one: a small relative error shrinks on its way to $n$. For $n=1.7733$ the factor is $1.3713/2.3713=0.578$.

(i) A shift of 20 ns is 5% of $t_p$, and $R$ changes by 5%. Equation (12) predicts a change in $n$ of $0.578\times0.05\times1.773=0.051$. Full inversion gives 1.825 if the peak time is read late and 1.723 if it is read early. The time must be counted from the moment when the film receives its voltage, because a delay in the leads adds directly to $t_p$.

(ii) The film capacitance is $C=\varepsilon_0\varepsilon_rA/d=10.6$ pF, with $d$ now the film thickness. At 2.0 V it holds 0.0213 nC. If this is counted as switched charge, $Q$ becomes 0.181 nC, $R$ falls to $0.080/0.181=0.441$, and inversion gives $n=1.66$. This error is more than twice that of the 20 ns shift. It can be removed by repeating the pulse on the film that has already switched and subtracting the second trace, provided that the film has kept its polarization between the pulses.

## Part (f): a spread of switching times

*Suppose that different regions switch independently with the same $n$, but that $\ln t_0$, weighted by switched charge, is normally distributed with a small standard deviation $s$. Find the change in $R$ to order $s^2$. State whether $n$ from (5) comes out too large or too small.*

**Answer.** Let $u=\ln(t/\bar t_0)$, where $\ln\bar t_0$ is the mean of $\ln t_0$, and let $y=e^{nu}$. For a single switching time, (4) reads

$$\frac{tI}{Q}=G(u)=n\,y\,e^{-y},\qquad \frac{dy}{du}=ny .$$

A region with $\ln t_0=\ln\bar t_0+v$ contributes $G(u-v)$. Averaging the Taylor series over $v$, with zero mean and variance $s^2$, gives

$$\tilde G(u)=G(u)+\tfrac12s^2G''(u)+\dots \tag{13}$$

The current is proportional to $e^{-u}\tilde G$, so its peak is where $\tilde G'=\tilde G$. Three derivatives of $G$ are needed:

$$G'=n(1-y)G,$$
$$G''=n(1-y)G'-n^2y\,G,$$
$$G'''=n(1-y)G''-2n^2y\,G'-n^3y\,G .$$

At the unperturbed peak $n(1-y)=1$, hence $n^2y=n(n-1)$. There

$$G'=G,\qquad G''=(1+n-n^2)G,\qquad G'''=G''-n(n-1)(n+2)G .$$

Let the peak move by $\delta$ in $u$. Define $H=G'-G$, which is zero at the old peak. To first order in $s^2$ the new condition is $H'\delta+\tfrac12s^2H''=0$, with

$$H'=G''-G'=-n(n-1)G,\qquad H''=G'''-G''=-n(n-1)(n+2)G .$$

Therefore $\delta=-\tfrac12(n+2)s^2$: the peak comes earlier. The new ratio is

$$\tilde G(u_p+\delta)=G+G'\delta+\tfrac12s^2G''
=G\left[1-\tfrac12(n+2)s^2+\tfrac12(1+n-n^2)s^2\right],$$

and collecting terms,

$$\frac{\delta R}{R}=-\tfrac12(n^2+1)s^2. \tag{14}$$

The ratio drops, and since $R$ increases with $n$, the inferred exponent is too small. The estimate requires $\tfrac12(n^2+1)s^2\ll1$. It also needs a distribution of finite variance, so it does not cover the Lorentzian distribution of $\log t_0$ that is often fitted to hafnia films.

For $n=1.773$ and a standard deviation of 0.1 decade, $s=0.230$ and (14) gives a drop of 11%, to $R=0.445$. Numerical averaging over the distribution gives 0.450. At 0.2 decade the formula predicts 0.280 against a computed 0.344, so the expansion has lost its accuracy.

The numerical averages show the size of the bias. With the true exponent held at 1.773, the two estimates are:

- spread 0.1 decade: 1.67 from the ratio, 1.63 from the charge;
- spread 0.2 decade: 1.47 and 1.40;
- spread 0.5 decade: 1.12 and 1.10.

Both estimates fall together. For this true exponent they differ by less than 0.1 even where both are wrong by more than 0.6, so rough agreement does not establish a single switching time. For larger true exponents the spread itself drives them apart: $n=2.6$ with 0.2 decade gives 1.77 from the ratio and 1.54 from the charge. A clear disagreement can therefore come from a spread of switching times as well as from faulty readings.

Read in the other direction, the measured $R=0.500$ with a spread of 0.2 decade would mean a true exponent of 2.6 instead of 1.77. The spread cannot be much wider. As $n\to\infty$ the trace becomes log-normal with $R=e^{-s^2/2}/(s\sqrt{2\pi})$, and this falls below 0.500 for a normal spread above 0.28 decade.

## Part (g): the circuit and the real device

*The source has a resistance of 50 Ω, and $t_0\propto e^{E_a/E}$, with $E$ the field in the film and $E_a=10$ MV/cm. Assess the effect on $n$. Then judge how far the result may be trusted for a real film.*

**Answer.** At the peak the resistor takes $0.20\ \text{mA}\times50\ \Omega=10$ mV, or 0.5% of the voltage. The field is 2.0 MV/cm, so $E_a/E=5$. From $d\ln t_0=-(E_a/E)\,d\ln E$, the local switching time is longer by about $5\times0.5\%=2.5\%$ at that moment. A slowing that was uniform in time would leave $R$ unchanged, by part (b), but this one follows the current.

To treat it, assume that the field changes nucleation and wall motion by one common rate factor. Then $t/t_0$ is replaced by $\theta=\int_0^t dt'/t_0(E(t'))$, and the film voltage $V_f$ obeys

$$C\frac{dV_f}{dt}=\frac{V-V_f}{R_s}-Q\frac{d}{dt}\left(1-e^{-\theta^n}\right),$$

where $V$ is the source voltage and $R_s$ the series resistance. The charging time $R_sC$ is 0.53 ns, so the initial charging spike is over long before the peak. Numerical solution with the true $n=1.773$ gives an apparent exponent of 1.770 for 50 Ω, read from the total current. The circuit error is negligible here. It grows with the electrode, whose current is larger: a 100 µm square gives 1.73.

The thickness, field and polarization are in the rough range of hafnium-zirconium oxide memory capacitors. The permittivity and activation field are rough typical values, and switching times vary widely with field and preparation. The field is half of a rough breakdown field of 4 MV/cm. With a rough leakage of $10^{-3}$ A/cm², a pulse of 2.0 µs carries a leakage charge of $5\times10^{-5}$ of $Q$. The same pulse leaves $e^{-(2.0/0.64)^{1.77}}\approx5\times10^{-4}$ of the switching unfinished. For a single $t_0$, neither matters for $n$. A spread of switching times leaves more unfinished, and the pulse may then have to be longer.

Two assumptions are open to doubt in a real film. One is growth without obstacles. Suppose that walls stop at grain boundaries and cross a grain long before a second nucleus appears in it. Each grain then switches with its first nucleus, and equal grains with a constant nucleation rate give $n=1$, whatever the dimension of growth. The other assumption is the single $t_0$. Polycrystalline hafnia films have grains of different orientation and local field, and often show a broad spread of switching times. By part (f), allowing for a spread of 0.2 decade raises the true exponent deduced from the same $R$ from 1.77 to 2.6, a change far larger than the reading errors of part (e). The value 1.77 is therefore an apparent exponent. It cannot by itself separate growth from existing nuclei in two dimensions ($n=2$) from two-dimensional growth with continuing nucleation ($n=3$). If grain boundaries do not limit the growth and the spread is normal, the rest of the trace can help to tell them apart. Both $n=2$ with 0.13 decade and $n=3$ with 0.22 decade give $R=0.500$, but their traces differ by up to 20% of the peak current, and (7) gives 1.67 and 1.50 for them. Most of the computed values used above are collected in the numerical output.

## Table of computed values

```
largest relative error of peak rule: 5.9e-08
largest error of recovered n: 1.0e-08
R at n = 1.5: 0.3583
R at n = 2.0: 0.6065
R at n = 3.0: 1.0268
R at n = 4.0: 1.4171
film thickness: 10 nm
electrode side: 20 um
applied voltage: 2.0 V
field: 2.0 MV/cm
2Pr: 40 uC/cm2
switched charge Q: 0.160 nC
peak current: 0.20 mA
peak time: 0.40 us
ratio R: 0.5000
bracket for n: 1.5000 to 2.3591
Newton iterate 0: 1.50000000
Newton iterate 1: 1.71428571
Newton iterate 2: 1.77089651
Newton iterate 3: 1.77331721
Newton iterate 4: 1.77332118
Avrami exponent n: 1.7733
n from numerical peak search: 1.7733
switching time t0: 0.6387 us
fraction switched at peak: 0.3534
charge switched at peak: 0.0566 nC
error transfer (dn/n)/(dR/R): 0.5783
t0 spread 0.1 decade: R 0.4501, n from R 1.673, n from charge 1.628
t0 spread 0.2 decade: R 0.3441, n from R 1.475, n from charge 1.403
t0 spread 0.5 decade: R 0.1064, n from R 1.118, n from charge 1.098
true n behind same R, spread 0.2 decade: 2.615
activation field (rough): 10 MV/cm
relative permittivity (rough): 30
film capacitance: 10.63 pF
RC time at 50 ohm: 0.531 ns
voltage drop at peak, 50 ohm: 10.0 mV
apparent n with 50 ohm: 1.770
apparent n with 5 ohm: 1.773
time-zero error: 20 ns
n if peak time read late / early: 1.825 / 1.723
dielectric charge: 0.0213 nC
n if dielectric charge is left in Q: 1.656
pulse length: 2.0 us
charge share missed by pulse: 5.2e-04
leakage density (rough): 1e-03 A/cm2
leakage share of charge: 5.0e-05
breakdown field (rough): 4 MV/cm
field / breakdown field: 0.50
```
